# Echo attenuation by free diffusion in steady and pulsed field gradients

To obtain a diffusion coefficient from a spin echo of spins diffusing freely in an unbounded liquid, one takes minus the logarithm of the attenuation and divides by a wave number squared and a time. The decision is which time to use. Suppose two gradient pulses last 8 ms each and their leading edges are 12 ms apart. Dividing by the full separation of 12 ms gives a diffusion coefficient 22% below the true one, because the correct time is $12-8/3=9.33$ ms. The rule for free diffusion and ideal radio-frequency pulses, with rectangular gradient pulses of strength $g$, duration $\delta$ and leading-edge separation $\Delta\ge\delta$, is

$$
E=\exp\!\left[-\gamma^2g^2\delta^2D\left(\Delta-\frac{\delta}{3}\right)\right],
$$

and for a Hahn echo in a steady gradient $G$, with the $\pi$ pulse at $\tau$ and the echo at $2\tau$,

$$
E=\exp\!\left[-\frac23\gamma^2G^2D\tau^3\right].
$$

Here $\gamma$ is the gyromagnetic ratio in rad s$^{-1}$ T$^{-1}$, $D$ is the diffusion coefficient along the gradient, and $E$ is the echo with the gradient on divided by the echo at the same time with it off. The first derivation below solves a differential equation for the magnetization. The second follows single spins and never uses that solution.

## First derivation: the magnetization as a field

### The equation of motion

Take the main field along $z$, and let the gradient add a field $G(t)z$ along it. Any transverse field that accompanies the gradient is neglected, which requires the main field to be much larger. The torque equation $d\mathbf M/dt=\gamma\,\mathbf M\times\mathbf B$, in the frame rotating at the frequency of the main field, reads

$$
\frac{dM_x}{dt}=\gamma GzM_y,\qquad \frac{dM_y}{dt}=-\gamma GzM_x .
$$

For $m=M_x+iM_y$ this gives

$$
\frac{dm}{dt}=\gamma Gz\,(M_y-iM_x)=-i\gamma Gz\,m ,
$$

which fixes the sign of the precession. Transverse relaxation adds $-m/T_2$.

Diffusing spins carry their magnetization with them. By Fick's law, the current of $m$ is $-D\,\partial m/\partial z$ when the liquid has uniform density and uniform $D$ and does not flow. The rate of change is minus the divergence of this current, $+D\,\partial^2m/\partial z^2$. Adding the three contributions gives the Bloch-Torrey equation,

$$
\frac{\partial m}{\partial t}=-i\gamma G(t)z\,m-\frac{m}{T_2}+D\frac{\partial^2m}{\partial z^2}.
$$

One coordinate suffices because the initial state and the field offset vary at most along $z$. The initial state is $m=m_0$, real and uniform, as left by an ideal excitation pulse.

### Reduction to two ordinary equations

Write $m=e^{-t/T_2}u$. Then $\partial m/\partial t=e^{-t/T_2}(\partial u/\partial t-u/T_2)$. The term $-u/T_2$ cancels the relaxation term on the right, leaving

$$
\frac{\partial u}{\partial t}=-i\gamma G(t)z\,u+D\frac{\partial^2u}{\partial z^2}.
$$

Without diffusion, a spin at $z$ would acquire a phase proportional to $z$. This suggests a helix with a time-dependent amplitude,

$$
u(z,t)=A(t)\,e^{-ik(t)z},\qquad k(0)=0,\quad A(0)=m_0 .
$$

Its derivatives are

$$
\frac{\partial u}{\partial t}=\left(\frac{dA}{dt}-iz\frac{dk}{dt}A\right)e^{-ikz},\qquad
\frac{\partial^2u}{\partial z^2}=(-ik)^2u=-k^2A\,e^{-ikz}.
$$

Insert them and divide by the exponential:

$$
\frac{dA}{dt}-iz\frac{dk}{dt}A=-i\gamma GzA-Dk^2A .
$$

This must hold at every $z$, so the terms proportional to $z$ and those independent of $z$ balance separately:

$$
\frac{dk}{dt}=\gamma G(t),\qquad \frac{dA}{dt}=-Dk^2A .
$$

The separation works because the field offset is linear in $z$. A quadratic offset would leave a term in $z^2$ that this trial function cannot balance; it would need a further factor $e^{-a(t)z^2}$ with complex $a$. The second equation integrates to

$$
A(t)=m_0e^{-b(t)D},\qquad b(t)=\int_0^tk^2(t')\,dt' .
$$

The gradient winds the magnetization into a helix of pitch $2\pi/|k|$. Diffusion mixes spins from neighbouring positions along the helix, whose phases differ by $k$ times their distance, and so reduces the local vector sum at the rate $Dk^2$. When $k=0$ all neighbours are parallel and mixing changes nothing.

### The refocusing pulse

An ideal, instantaneous $\pi$ pulse about $x$ reverses $M_y$ and $M_z$ and leaves $M_x$ unchanged. Hence $m\to m^*$. The reversed longitudinal magnetization stays longitudinal and adds nothing to $m$. Since $A$ is real,

$$
Ae^{-ikz}\;\to\;Ae^{+ikz},
$$

so $k\to-k$ with $A$ unchanged. The gradient keeps its sign after the pulse, and $k$ continues to grow at the rate $\gamma G$, now from a negative value. The integrand $k^2$ does not jump. The pulse allows the helix to unwind, but it does not restore the amplitude already lost by mixing.

### Hahn echo

For $0<t<\tau$, $k=\gamma Gt$. The pulse changes $k$ from $\gamma G\tau$ to $-\gamma G\tau$, so for $\tau<t<2\tau$

$$
k=-\gamma G\tau+\gamma G(t-\tau)=\gamma G(t-2\tau).
$$

This vanishes at $t=2\tau$, where the helix is unwound. With $s=2\tau-t$ in the second half,

$$
b=\gamma^2G^2\left[\int_0^\tau t^2dt+\int_0^\tau s^2ds\right]
=\gamma^2G^2\left[\frac{\tau^3}{3}+\frac{\tau^3}{3}\right]=\frac23\gamma^2G^2\tau^3 .
$$

Restoring relaxation,

$$
m(2\tau)=m_0\,e^{-2\tau/T_2}\,e^{-\frac23\gamma^2G^2D\tau^3}.
$$

With the gradient off, the last factor is 1, so that factor is $E$.

The cubic time dependence arises because $k^2$ itself grows as $t^2$. If the $\pi$ pulse is omitted, $k$ reaches $2\gamma G\tau$ at time $2\tau$, and

$$
b_{\text{no pulse}}=\gamma^2G^2\int_0^{2\tau}t^2dt=\frac83\gamma^2G^2\tau^3 ,
$$

four times the echo value. This describes the local magnitude of $m$. The signal collected from a region inside the unbounded liquid is weaker still, since the turns of the helix also cancel one another: over a width $W$ centred at $z=0$, the average of $e^{-ikz}$ is $\sin(kW/2)/(kW/2)$. This product does not describe a sample bounded by walls. There the helix does not hold near the walls, the magnetization in those layers decays more slowly, and it can dominate what remains of the signal.

### Pulsed gradients

Let the first rectangular pulse begin at $t_1$ and the second at $t_1+\Delta$, with the $\pi$ pulse between them and no other gradient present. Define

$$
q=\gamma g\delta ,
$$

an angular wave number in rad m$^{-1}$. There are three contributions to $b$.

During the first pulse, with $s=t-t_1$, $k=\gamma gs$ and

$$
\int_0^\delta\gamma^2g^2s^2ds=\frac{\gamma^2g^2\delta^3}{3}=\frac{q^2\delta}{3}.
$$

Between the end of the first pulse and the start of the second, $k$ is $q$ before the $\pi$ pulse and $-q$ after it. In both parts $k^2=q^2$. The interval lasts $(t_1+\Delta)-(t_1+\delta)=\Delta-\delta$ and contributes $q^2(\Delta-\delta)$.

During the second pulse, with $s=t-t_1-\Delta$, $k=-q+\gamma gs=-\gamma g(\delta-s)$. Its square is the first ramp run backwards, so it also contributes $q^2\delta/3$. Afterwards $k=0$ and damping by diffusion stops. The sum is

$$
b=q^2\left[\frac{\delta}{3}+(\Delta-\delta)+\frac{\delta}{3}\right]
=\gamma^2g^2\delta^2\left(\Delta-\frac{\delta}{3}\right),
$$

which is the Stejskal-Tanner factor. If $\delta\to0$ at fixed $q$, then $b\to q^2\Delta$: the helix is wound at once, kept for a time $\Delta$, and unwound at once. If $\delta=\Delta=\tau$ and $g=G$, the two pulses join into a steady gradient, and $b=\gamma^2G^2\tau^2(2\tau/3)$ is the Hahn result.

The position of the $\pi$ pulse between the gradient pulses has dropped out. A uniform frequency offset $\omega$ does not change this. It leaves the phase factor $e^{-i\omega(T-2t_\pi)}$ for a $\pi$ pulse at $t_\pi$ and detection at $T$, which is the same with the gradient on and off and cancels in $E$. If offsets vary across the sample, these phases agree at $T=2t_\pi$ for spins that stay in place, so this is the timing to use. It does not remove the effect on diffusing spins, for which a varying offset acts as a background gradient and leaves the cross term discussed in the last section. In the first pulsed example below, with gradient pulses starting at 2 and 22 ms and the echo at 30 ms, a steady background of 5 mT/m changes $E$ from 0.369 to 0.312 or 0.437, depending on its sign.

## Second derivation: the phase of a wandering spin

### Phase and displacement

Now follow one spin along its path $z(t)$. It precesses by $-\gamma\int Gz\,dt$. Let $\varphi_1$ be $\gamma\int Gz\,dt$ over the time before the $\pi$ pulse and $\varphi_2$ the same integral after it. The transverse moment is proportional to $e^{-i\varphi_1}$ just before the pulse, to $e^{+i\varphi_1}$ just after it, and to $e^{i(\varphi_1-\varphi_2)}$ at the echo. For the two gradient pulses the net phase is

$$
\varphi=\varphi_1-\varphi_2=\gamma g\int_0^\delta\left[z(t_1+s)-z(t_1+\Delta+s)\right]ds .
$$

Each instant of the first pulse has been paired with the instant a time $\Delta$ later. With the displacement

$$
X(s)=z(t_1+\Delta+s)-z(t_1+s),
$$

the phase is $\varphi=-\gamma g\int_0^\delta X(s)\,ds$. The starting position has cancelled. A spin that does not move has $\varphi=0$ and is fully refocused.

### Average over paths

In free diffusion, the probability density of a displacement $x$ after a time $t$ obeys $\partial p/\partial t=D\,\partial^2p/\partial x^2$. For a sharp start the solution is

$$
p(x,t)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-x^2/4Dt},
$$

since both sides of the equation then equal $p\,[x^2/(4Dt^2)-1/(2t)]$. This is a Gaussian of mean zero and variance $2Dt$. Displacements in time intervals that do not overlap are independent. The phase is a linear combination of such independent Gaussian steps, so it is Gaussian too, with mean zero and some variance $\sigma^2$. The echo is the average of $e^{i\varphi}$. Completing the square,

$$
i\varphi-\frac{\varphi^2}{2\sigma^2}=-\frac{(\varphi-i\sigma^2)^2}{2\sigma^2}-\frac{\sigma^2}{2},
$$

and the remaining Gaussian is centred at the imaginary point $i\sigma^2$. It is analytic everywhere and vanishes as $\operatorname{Re}\varphi\to\pm\infty$, so the path of integration can be moved to the line $\operatorname{Im}\varphi=\sigma^2$, where it is an ordinary Gaussian and integrates to its normalization. Therefore

$$
E=\langle e^{i\varphi}\rangle=e^{-\langle\varphi^2\rangle/2}.
$$

Relaxation multiplies every spin's contribution by the same factor and cancels in $E$.

### The variance

Squaring the phase gives

$$
\langle\varphi^2\rangle=\gamma^2g^2\int_0^\delta ds\int_0^\delta ds'\,\langle X(s)X(s')\rangle .
$$

$X(s)$ is the displacement over a time window of length $\Delta$, and $X(s')$ that over an equal window shifted by $|s-s'|$. Steps that lie in one window alone are independent of the other displacement and average to zero. The shared steps give $2D$ times the overlap. Because $|s-s'|\le\delta\le\Delta$, the overlap is $\Delta-|s-s'|$, so

$$
\langle X(s)X(s')\rangle=2D\left(\Delta-|s-s'|\right).
$$

The constant part integrates to $2D\delta^2\Delta$. For the other part, the regions $s'<s$ and $s'>s$ contribute equally:

$$
\int_0^\delta ds\int_0^\delta ds'\,|s-s'|=2\int_0^\delta ds\int_0^s(s-s')\,ds'
=2\int_0^\delta\frac{s^2}{2}\,ds=\frac{\delta^3}{3}.
$$

Hence

$$
\frac{\langle\varphi^2\rangle}{2}=\frac12\,\gamma^2g^2\,2D\left(\delta^2\Delta-\frac{\delta^3}{3}\right)
=\gamma^2g^2\delta^2D\left(\Delta-\frac{\delta}{3}\right),
$$

in agreement with the first derivation. Dividing the double integral by $\delta^2$ shows what $\delta/3$ means: it is the mean separation of two instants chosen at random within a pulse. The displacements $X(s)$ that make up the phase are not fully correlated, and their average over the pulse varies less than a single one.

The Hahn echo needs no new calculation. The steady gradient from 0 to $2\tau$ consists of two adjoining pulses with $\delta=\Delta=\tau$, and $\langle\varphi^2\rangle/2=\frac23\gamma^2G^2D\tau^3$.

## Numbers for a proton spin

The examples use the gyromagnetic ratio of the bare proton, $\gamma=2.6752\times10^8$ rad s$^{-1}$ T$^{-1}$, with the chosen values $D=2.0\times10^{-9}$ m$^2$ s$^{-1}$ and $T_2=100$ ms.

**Hahn echo.** Take $G=0.1$ T/m and $\tau=10$ ms. Just before the $\pi$ pulse

$$
k=\gamma G\tau=2.6752\times10^8\times0.1\times0.010=2.6752\times10^5\ \text{rad/m},
$$

a helix of pitch 23.5 µm. Then

$$
b=\frac23(2.6752\times10^5)^2\times0.010=4.771\times10^8\ \text{s/m}^2=477.1\ \text{s/mm}^2,
$$

so $bD=0.954$ and $E=0.385$. The relaxation factor $e^{-0.2}=0.819$ lowers the echo to $0.315\,m_0$. Without the $\pi$ pulse the exponent would be $4\times0.954=3.82$, and the local diffusion factor 0.022.

**Pulsed gradients.** Take $g=0.3$ T/m, $\delta=2$ ms and $\Delta=20$ ms. Then $q=1.6051\times10^5$ rad/m, and

$$
b=(1.6051\times10^5)^2\times0.019333=4.981\times10^8\ \text{s/m}^2=498.1\ \text{s/mm}^2 .
$$

The two ramps supply $0.172\times10^8$ s/m$^2$ each and the plateau $4.638\times10^8$ s/m$^2$. The exponent is $bD=0.996$ and $E=0.369$. For an echo at 30 ms, relaxation contributes 0.741, and the echo is $0.274\,m_0$.

**Long pulses.** For the timing in the opening paragraph, $\delta=8$ ms and $\Delta=12$ ms, with $g=0.1$ T/m, the formula gives $E=0.425$. Dropping $\delta/3$ would predict 0.333. Conversely, interpreting 0.425 with the time $\Delta$ would return $D=2.0\times10^{-9}\times9.33/12=1.56\times10^{-9}$ m$^2$ s$^{-1}$.

The numerical check solves the Bloch-Torrey equation in a slab with reflecting walls, without assuming a helix. At the centre of a slab 200 µm wide, the three attenuation factors agree with the formulas within the test tolerance of $10^{-4}$. Moving the $\pi$ pulse from 15 to 10 ms in the first pulsed sequence leaves $E$ at 0.369. A separate double sum over the Brownian covariance gives half phase variances of 0.954 and 0.996 rad$^2$ for the Hahn echo and that pulsed sequence, as the second derivation requires.

## What each derivation assumes

Both derivations use a field offset linear in $z$, ideal pulses, uniform $D$ and $T_2$, no flow, and an unbounded liquid. They use the last condition in different places.

In the first, the helix must satisfy the equation everywhere. At a reflecting wall no magnetization may pass, so $\partial m/\partial z=0$ there. The helix has $\partial m/\partial z=-ikm$, which violates this condition whenever $k\ne0$. In the second derivation, the displacements must be Gaussian and independent of the starting point. Between walls a distance $L$ apart, no displacement can exceed $L$, and spins near a wall move differently from those in the middle.

The slab calculation shows how much this matters for the Hahn example, where the free root-mean-square displacement in $2\tau$ is $\sqrt{4D\tau}=8.9$ µm. The echo averaged over the slab is:

| Slab width (µm) | $E$ |
|---:|---:|
| 5 | 0.970 |
| 20 | 0.584 |
| 200 | 0.405 |
| 400 | 0.395 |
| unbounded | 0.385 |

In the narrowest slab the free formula fails badly: read as free diffusion, the weak attenuation would suggest a far smaller $D$. In the wide slabs the excess over 0.385 comes from two layers near the walls. A spin is affected by a wall only if it can reach it within $2\tau$, so the thickness of these layers is at most a few times the 8.9 µm displacement and does not depend on $L$. They thus hold a fraction of the spins proportional to $1/L$. Moving a wall also shifts the local field by a constant, but the resulting phase is refocused at the echo. The excess should therefore halve when the width doubles, and the computed ratio between 200 and 400 µm is 2.00.

The derivations treat the initial state differently. The first used a uniform $m_0$, which gives a single helix starting from $k=0$. A non-uniform profile is in general a sum of helices with different initial wave numbers, and because the equation is linear, each can be followed separately. In the second, the phase does not depend on the starting position. Spins with initial weight $m_0(z)$ all have the same average $\langle e^{i\varphi}\rangle$, so the total echo is attenuated by the same $E$ even though the local profile spreads.

They also differ in what they yield. The first gives the magnetization at every place and time, including the wound state before the echo, and it handles any gradient history through $\int k^2dt$. It shows at once what a steady background gradient does: if the pulses produce $k_p$ and the background $k_0$, then $k^2=k_p^2+2k_pk_0+k_0^2$. Comparing echoes with the pulses on and off removes $k_0^2$, but in general leaves the cross term, and the simple Stejskal-Tanner factor then no longer suffices.

The second, as carried out here, gives only the echo, but its relation $E=e^{-\langle\varphi^2\rangle/2}$ rests on Gaussian phases and not on independent steps. If the motion has memory but remains Gaussian with mean zero, that relation survives with a different covariance $\langle X(s)X(s')\rangle$. The factor $\Delta-\delta/3$ does not survive in general, since it came from the overlap rule for independent steps.

## Table of computed values

```
gamma (proton) = 2.675222e+08 rad/(s T)
D = 2.0e-09 m^2/s;  T2 = 100 ms
HAHN ECHO
G = 0.1 T/m;  tau = 10 ms
k just before pi pulse = 2.6752e+05 rad/m
helix pitch at that time = 23.49 micrometre
b = 4.7712e+08 s/m^2 = 477.1 s/mm^2
exponent b D = 0.9542
E, formula = 0.38510
E, slab centre = 0.38511
half phase variance = 0.9542 rad^2
relaxation factor = 0.8187
echo with relaxation = 0.3153
local diffusion factor without pi pulse: formula 0.0220
local diffusion factor without pi pulse: slab 0.0220
helix test position = 10 micrometre
helix m/m0, formula = -0.5015-0.2525j
helix m/m0, slab = -0.5015-0.2525j
PULSED GRADIENTS
g = 0.3 T/m;  delta = 2 ms
Delta = 20 ms;  first pulse at 2 ms
pi pulse at 15 ms;  echo at 30 ms
q = 1.6051e+05 rad/m
Delta - delta/3 = 19.3333 ms
b from each ramp = 1.7176e+07 s/m^2
b from plateau = 4.6376e+08 s/m^2
b total = 4.9811e+08 s/m^2 = 498.1 s/mm^2
exponent b D = 0.9962
E, formula = 0.36927
E, slab centre = 0.36927
E, pi pulse at 10 ms = 0.36927
half phase variance = 0.9962 rad^2
relaxation factor = 0.7408
echo with relaxation = 0.2736
LONG GRADIENT PULSES
g = 0.1 T/m;  delta = 8 ms;  Delta = 12 ms
E, formula = 0.42528
E, slab centre = 0.42528
E if delta/3 is dropped = 0.33311
SLAB-AVERAGED HAHN ECHO, REFLECTING WALLS
rms displacement in 2 tau = 8.94 micrometre
width 5 micrometre: E = 0.97020
width 20 micrometre: E = 0.58392
width 200 micrometre: E = 0.40494
width 400 micrometre: E = 0.39502
wall correction ratio, 200 to 400 micrometre = 2.000
```
